# Surface energy from a Hamaker constant: alkanes and why water fails

A liquid with Hamaker constant $A$ has, in the dispersion estimate with cutoff distance $D_0$, the surface energy

$$
\gamma=\frac{A}{24\pi D_0^2}.
$$

For $A=5\times10^{-20}$ J and $D_0=0.165$ nm this gives $\gamma\approx24$ mJ/m² (0.024 J/m²), the size found for a liquid alkane such as decane. The same recipe gives water about 18 mJ/m², a quarter of its rough measured value of 72 mJ/m². The Hamaker constant describes forces between regions that are many molecules apart. Much of water's cohesion comes from oriented hydrogen bonds at contact, which those far forces do not contain.

## The estimate on the back of an envelope

Two flat half-spaces of liquid, separated by a vacuum gap $D$, have the interaction energy per area $W(D)=-A/(12\pi D^2)$, with $A>0$ for attraction and $W=0$ at infinite separation. Treat the intact liquid as two half-spaces at the small gap $D_0$. Pulling them apart costs $-W(D_0)$ and creates two surfaces, so each surface is charged half:

$$
\gamma=-\tfrac12W(D_0)=\frac{A}{24\pi D_0^2}
=\frac{5\times10^{-20}\ \text{J}}{75.4\times(0.165\times10^{-9}\ \text{m})^2}
=0.0244\ \text{J/m}^2 .
$$

The cutoff enters squared. Making it 10% larger gives 20 mJ/m²; making it 10% smaller gives 30 mJ/m². The agreement with the alkane therefore says as much about the choice of $D_0$ as about the theory.

## Where the inverse square comes from

Let two molecules at distance $R$ have energy $-C/R^6$, and let $\rho$ be the number of molecules per volume. Assume that pair energies add. A molecule at height $z$ above a half-space sees rings of radius $r$ at vertical distance $h\ge z$:

$$
u(z)=-\rho C\int_z^\infty dh\int_0^\infty\frac{2\pi r\,dr}{(r^2+h^2)^3}
=-\rho C\int_z^\infty\frac{\pi}{2h^4}\,dh=-\frac{\pi\rho C}{6z^3}.
$$

A column of unit area in the other half-space contains $\rho\,dz$ molecules in each slice, so

$$
W(D)=\rho\int_D^\infty u(z)\,dz=-\frac{\pi\rho^2C}{12D^2}
=-\frac{A}{12\pi D^2},\qquad A=\pi^2\rho^2C .
$$

The work done beyond a gap $D$ is the fraction $(D_0/D)^2$ of the total. Half the work is thus done before the gap reaches $\sqrt2D_0=0.23$ nm, less than a molecular diameter. The estimate extends a smooth far-field law into a region where the liquid is not smooth, and $D_0$ has to absorb the error.

## What the cutoff stands for

A crystal of close-packed spheres of diameter $d$ shows what size $D_0$ should have. Cut it along a densest plane, where each particle occupies the area $\sqrt3d^2/2$. Let $S$ be the sum of $(d/R)^6$ over all pairs separated by the cut, per particle of the new surface. The broken pairs cost $CS/d^6$ per particle, and half of this belongs to each surface:

$$
\gamma=\frac12\,\frac{CS/d^6}{\sqrt3d^2/2}=\frac{CS}{\sqrt3\,d^8}.
$$

The packing has $\rho=\sqrt2/d^3$, so $C=A/(\pi^2\rho^2)=Ad^6/(2\pi^2)$. Inserting this and equating the result to the continuum formula gives

$$
\frac{AS}{2\sqrt3\,\pi^2d^2}=\frac{A}{24\pi D_0^2}
\quad\Rightarrow\quad
\frac{D_0}{d}=\sqrt{\frac{\sqrt3\,\pi}{12S}} .
$$

Each surface particle touches three particles across the cut. Counting these alone gives $S=3$ and $D_0=0.39d$. The full sum is $S=4.53$, which gives $D_0=0.32d$. A cutoff well below a diameter is therefore reasonable.

Its precise value is not settled by this argument. A density of 0.73 g/cm³ gives a close-packed diameter of 0.358 nm for one carbon unit of decane. The two counts then predict 34 and 52 mJ/m², both above the rough measured 24 mJ/m². The crystal model leaves out short-range repulsion, disorder and the chain bonds between units. It also gives an energy, whereas the tension is a free energy: decane's tension falls by roughly 0.09 mJ/m² per kelvin, so its energy part is about 51 mJ/m². The value 0.165 nm is an empirical choice that makes up for such omissions, and the absolute estimate is uncertain by about a factor of two.

## The Hamaker constants of both liquids

To compare water with the alkane, $A$ must be found for both in the same way. Take a liquid of refractive index $n$ with one strong electronic absorption at angular frequency $\omega_e=2\pi\nu_e$:

$$
\varepsilon(\omega)=1+\frac{n^2-1}{1-\omega^2/\omega_e^2},\qquad
\Delta(\omega)\equiv\frac{\varepsilon-1}{\varepsilon+1}
=\frac{n^2-1}{n^2+1-2\omega^2/\omega_e^2}.
$$

At small gaps the delay of the field can be neglected, and the potential obeys Laplace's equation. For a wave of wave number $k$ along the faces, the potential in the gap is $\cosh kz$ or $\sinh kz$, with $z$ measured from the mid-plane, and it decays as $e^{-k|z|}$ in the liquid. Continuity of the potential and of $\varepsilon\,\partial_z\phi$ at $z=D/2$ requires $\varepsilon=-\tanh(kD/2)$ for the even mode and $\varepsilon=-\coth(kD/2)$ for the odd one. Since $(1+\tanh a)/(1-\tanh a)=e^{2a}$, these conditions read $\Delta=-e^{kD}$ and $\Delta=+e^{kD}$. Solving for the frequencies,

$$
\omega_\pm^2=\omega_\infty^2(1\pm\eta),\quad
\omega_\infty^2=\frac{n^2+1}{2}\,\omega_e^2,\quad
\eta=\beta e^{-kD},\quad \beta=\frac{n^2-1}{n^2+1}.
$$

A quantum oscillator has free energy $k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$. The product formula $\sinh y=y\prod_{m\ge1}(1+y^2/\pi^2m^2)$ turns this into

$$
k_BT\Big[\ln\frac{\hbar\omega}{k_BT}+\sum_{m\ge1}\ln\Big(1+\frac{\omega^2}{\xi_m^2}\Big)\Big],\qquad \xi_m=\frac{2\pi mk_BT}{\hbar}.
$$

Add the two modes and subtract their value at infinite gap. Each term then contains

$$
\frac{(\xi^2+\omega_+^2)(\xi^2+\omega_-^2)}{(\xi^2+\omega_\infty^2)^2}
=1-\frac{\omega_\infty^4\eta^2}{(\xi^2+\omega_\infty^2)^2}
=1-\Delta(i\xi)^2e^{-2kD}.
$$

The term $m=0$ carries a factor one half, because $\ln\omega=\frac12\ln\omega^2$; a prime on the sum marks this. There are $k\,dk/2\pi$ waves per area, so

$$
W=k_BT{\sum_{m\ge0}}'\int_0^\infty\frac{k\,dk}{2\pi}\ln\!\big(1-\Delta_m^2e^{-2kD}\big),\qquad \Delta_m=\Delta(i\xi_m).
$$

Expand $\ln(1-x)=-\sum_s x^s/s$ and use $\int_0^\infty k\,e^{-2skD}dk=1/(4s^2D^2)$. Comparison with $-A/(12\pi D^2)$ gives

$$
W=-\frac{k_BT}{8\pi D^2}{\sum_m}'\sum_{s\ge1}\frac{\Delta_m^{2s}}{s^3},
\qquad
A=\frac32k_BT{\sum_m}'\sum_{s\ge1}\frac{\Delta_m^{2s}}{s^3}.
$$

For a short formula, keep $s=1$ and replace the sum over $m\ge1$ by an integral over $\xi$, with spacing $2\pi k_BT/\hbar$. Since $\Delta(i\xi)=\beta\omega_\infty^2/(\omega_\infty^2+\xi^2)$ and $\int_0^\infty\omega_\infty^4\,d\xi/(\omega_\infty^2+\xi^2)^2=\pi\omega_\infty/4$,

$$
A\approx\frac34k_BT\,\Delta_0^2+\frac{3\hbar}{4\pi}\,\frac{\pi\beta^2\omega_\infty}{4}
=\frac34k_BT\,\Delta_0^2+\frac{3h\nu_e}{16\sqrt2}\,\frac{(n^2-1)^2}{(n^2+1)^{3/2}} .
$$

Water also has permanent dipoles. Their free reorientation is too slow to follow the frequencies $\xi_m$ with $m\ge1$, the first of which is about $2.4\times10^{14}$ rad/s at 293 K. The faster rocking of hydrogen-bonded molecules, part of the infrared absorption, still responds at the first few of these frequencies and is neglected. The dipoles contribute fully at $m=0$. That term is classical, and in classical equilibrium inertia and friction drop out, so it depends on the static permittivity alone: $\Delta_0=(\varepsilon_0-1)/(\varepsilon_0+1)$.

Take the rough values $\nu_e=3\times10^{15}$ Hz for both liquids, $n=1.41$ for the alkane, and $n=1.33$, $\varepsilon_0=80$ for water. The prefactor $3h\nu_e/(16\sqrt2)$ is $26.4\times10^{-20}$ J. In units of $10^{-20}$ J,

$$
A_{\text{alkane}}\approx0.03+26.4\times0.189=5.0,\qquad
A_{\text{water}}\approx0.29+26.4\times0.128=3.7 .
$$

The full sums give 5.03 and 3.72. The short formula has two small errors of opposite sign: the integral from $\xi=0$ already contains the electronic half-term at $m=0$ (0.03 for the alkane, 0.02 for water), and the terms $s\ge2$ are dropped. Water has the smaller constant because its refractive index is lower. With the same cutoff its surface energy is $24.4\times3.72/5.00\approx18$ mJ/m².

## Two repairs that do not work

The first is to make water more polar. Even for infinite permittivity $\Delta_0=1$, and the static part of $A$ reaches its upper limit

$$
A_{\text{static}}\le\frac34k_BT\sum_{s\ge1}\frac1{s^3}=\frac34\,\zeta(3)\,k_BT=0.365\times10^{-20}\ \text{J}.
$$

Water, at $0.341\times10^{-20}$ J, is already close to it. Going to the limit leaves $\gamma$ at 18 mJ/m², while 72 mJ/m² would need an $A$ four times larger. The one-oscillator model omits water's infrared absorption. A rough tabulated set of infrared and microwave oscillators raises $A$ by about 2%, and $\gamma$ to about 18.4 mJ/m².

The second is to change the cutoff. Matching water would take $D_0=0.083$ nm, half the value used for the alkane. The molecular sizes do not justify such a halving: the close-packed diameter of water is 0.348 nm, against 0.358 nm for the carbon unit. If $D_0$ is the same fraction of $d$ in both liquids, that fraction cancels from the ratio:

$$
\frac{\gamma_{\text{water}}}{\gamma_{\text{alkane}}}
=\frac{3.72}{5.00}\Big(\frac{0.358}{0.348}\Big)^2\approx0.79 .
$$

The measured ratio is about 3. With these diameters the estimate puts the two liquids in the wrong order, whatever the common fraction. The order depends on how size is measured, because real water is not close-packed. The contact distances used in the next section, 0.291 nm for water and 0.370 nm for methane, would give a ratio of 1.2, which is still far below 3. The full close-packed crystal sum, which is twice the alkane's measured tension, gives water only 41 mJ/m². An open tetrahedral lattice of the same density gives about 48 mJ/m² when cut along its easiest plane, and 56 and 69 mJ/m² on the (110) and (100) planes, which cut more of its short 0.269 nm contacts. These lattice values are energies, and all lie far below the energy part of water's tension found in the next section.

## What is missing at contact

Hartree–Fock theory lets each electron feel the average field of the others. It includes electrostatic attraction, polarization and exchange repulsion, but not the correlated fluctuations that produce dispersion. Second-order perturbation theory (MP2) adds correlation, and with it dispersion. Two molecular pairs at fixed geometries separate the cases: water molecules with one hydrogen pointing at the neighbouring oxygen (O–O distance 0.291 nm), and methane molecules, standing in for alkane contacts, with a C–C distance of 0.370 nm. Negative energies mean binding.

| Pair | Hartree–Fock (meV) | MP2 (meV) |
|---|---:|---:|
| Water | −155 | −188 |
| Methane | +17 | −12 |

In this basis, correlation lowers the energy by 33 meV for water and 29 meV for methane. The large difference is already present without it. The methane pair is held together by correlation alone, whereas the water pair keeps most of its binding, 83% in this basis, when correlation is left out. These are computed values with a modest basis set (aug-cc-pVDZ on C and O, cc-pVDZ on H), corrected for the borrowing of basis functions between molecules. They are not converged: with triple-zeta sets (aug-cc-pVTZ on C and O, cc-pVTZ on H) the MP2 energies become about −199 meV for water and −18 meV for methane. The correlation parts grow to about 48 and 35 meV, and the share of water's binding kept without correlation falls to about 76%. Diffuse functions on H move the MP2 energies further, to about −200 and −20 meV. The contrast between the two pairs remains. The values also omit higher correlation and nuclear motion, and correlation energy is not purely dispersion.

The gap has the order of magnitude expected from missing hydrogen bonds. Water lacks $72-18\approx54$ mJ/m². With an area of 0.0964 nm² per surface molecule, this is 32 meV per molecule, or 0.17 of the computed bond energy. Because one cut bond serves two surfaces, it corresponds to about one third of a bond cut per molecular area. A tetrahedral lattice of the same density, cut along its easiest plane, loses 0.58 bonds per such area, so the two counts agree only in order of magnitude. Closer agreement should not be expected: tension is a free energy, and molecules at a new surface turn and re-form bonds. The entropy part is large. Water's tension falls by about 0.15 mJ/m² per kelvin near room temperature, so its energy part, $\gamma-T\,d\gamma/dT$, is about 116 mJ/m² with these rounded values. The comparison is a check of plausibility, not a calculation of water's surface tension.

## Use for real liquids

The example resembles a decane-like cleaning solvent and rinse water near room temperature. For the solvent, 24 mJ/m² agrees with the rough measured value because the cutoff is suitably chosen. Two neglected effects are easily sized, and both are smaller than the cutoff uncertainty. Warming by 40 K with a rough expansion coefficient of $10^{-3}$ per kelvin lowers $A\propto\rho^2$, and brings $\gamma$ to 22.5 mJ/m² if $C$ and $D_0$ are held fixed, or to 21.9 mJ/m² if $D_0$ grows with the molecular spacing. The measured fall for decane is larger, roughly 3.7 mJ/m², so the density change alone understates it. Delay of the field weakens the interaction energy by about a fifth at a gap of 5 nm and by about half at $c/\omega_e\approx16$ nm (the force by about a tenth and a third), but only 0.1% of the work is done beyond 5 nm.

For rinse water the assumption that fails is that cohesion at contact continues the far-field law, and the cost is a factor of four. At fixed meniscus curvature the capillary pressure during drying is proportional to $\gamma$, so the dispersion estimate would understate that pressure by the same factor. A measured surface tension should be used there. The values computed by the program are in the numerical output below.

## Calculated quantities

```
Given Hamaker constant: 5.00 1e-20 J
Given cutoff: 0.165 nm
Alkane surface energy: 24.36 mJ/m2
Alkane work of cohesion: 48.72 mJ/m2
Rough measured alkane: 24 mJ/m2
Alkane, cutoff 10% larger: 20.13 mJ/m2
Alkane, cutoff 10% smaller: 30.07 mJ/m2
Temperature: 293 K
Thermal energy kT: 0.405 1e-20 J
Index alkane (rough): 1.41 (none)
Index water (rough): 1.33 (none)
Permittivity water (rough): 80 (none)
Absorption frequency (rough): 3.0 1e15 Hz
A alkane, frequency sum: 5.03 1e-20 J
A alkane, gap modes: 5.03 1e-20 J
A alkane, closed form: 5.01 1e-20 J
A water, frequency sum: 3.72 1e-20 J
A water, closed form: 3.67 1e-20 J
Static part alkane: 0.034 1e-20 J
Static part water: 0.341 1e-20 J
Upper limit of static part: 0.365 1e-20 J
Water surface energy: 18.12 mJ/m2
Water, infinite permittivity: 18.24 mJ/m2
Rough measured water: 72 mJ/m2
Water estimate/measured: 0.25 (none)
Water/alkane estimated: 0.74 (none)
Water/alkane measured: 3.0 (none)
Cutoff needed for water: 0.083 nm
Broken-pair sum S: 4.527 (none)
D0/diameter, neighbours only: 0.389 (none)
D0/diameter, full sum: 0.316 (none)
Density alkane (rough): 0.73 g/cm3
Density water (rough): 1.00 g/cm3
Diameter of CH2 unit: 0.358 nm
Diameter of water: 0.348 nm
Alkane, neighbours only: 34.3 mJ/m2
Alkane, full lattice sum: 51.7 mJ/m2
Water, neighbours only: 26.9 mJ/m2
Water, full lattice sum: 40.6 mJ/m2
O-O distance in water pair: 0.291 nm
C-C distance in methane pair: 0.370 nm
Water pair, Hartree-Fock: -154.9 meV
Water pair, MP2: -187.7 meV
Water pair, HF/MP2: 0.83 (none)
Methane pair, Hartree-Fock: 17.1 meV
Methane pair, MP2: -11.8 meV
Missing water surface energy: 53.9 mJ/m2
Area per water molecule: 0.0964 nm2
Missing per surface molecule: 32.4 meV
Missing/one hydrogen bond: 0.17 (none)
Work done beyond 5 nm: 0.109 %
Thermal expansion (rough): 1.0 1e-3/K
Warming considered: 40 K
Alkane after warming: 22.52 mJ/m2
```
